# Perfect Band-Centre Transmission Through a Bond Joining Two Different Chains, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The band centre

### The result

Take two semi-infinite chains of sites. On the left, neighbouring sites are joined by a hopping $t_1$; on the right, by a hopping $t_2$. All sites have the same onsite energy. Join the two end sites by a bond of strength $t_c$.

**Theorem 1.** Let $t_1,t_2,t_c>0$ and define

$$x=\frac{t_c^2}{t_1t_2}.$$

An electron whose energy lies at the common centre of the two bands crosses the joint with probability

$$T=\frac{4x}{(1+x)^2},\qquad 1-T=\left(\frac{1-x}{1+x}\right)^2 .$$

Hence $T=1$ if and only if $t_c^2=t_1t_2$.

The joining bond that removes all reflection is the geometric mean of the two hoppings. The chains may have very different bandwidths, and the electron may move at very different speeds in them.

### Assumptions and conventions

The sites are numbered by integers $n$. The left chain occupies $n\le 0$ and the right chain $n\ge 1$, so the joining bond lies between sites 0 and 1. There is one orbital per site, orbitals on different sites are orthogonal, and electrons hop between nearest neighbours only. The electrons do not interact, and nothing disturbs the phase of their waves.

The common onsite energy is the zero of energy. This includes the two end sites: joining the chains is assumed not to shift their levels. Let $b_n$ be the strength of the bond between $n$ and $n+1$:

$$b_n=t_1\ (n<0),\qquad b_0=t_c,\qquad b_n=t_2\ (n>0).$$

The Hamiltonian has matrix element $-b_n$ across each bond. A state with amplitudes $\psi_n$ and energy $E$ therefore obeys

$$E\psi_n=-b_{n-1}\psi_{n-1}-b_n\psi_{n+1}. \tag{1}$$

Lengths are counted in sites, so a wavenumber $k$ is a pure number, the phase advance per site. Energies are in eV.

### Waves in each chain

**Lemma 1.** Far from the joint, chain $j$ carries waves $e^{\pm ik_jn}$ with

$$E=-2t_j\cos k_j,\qquad 0<k_j<\pi,$$

whenever $|E|<2t_j$. The wave $e^{ik_jn}$ moves to the right at the speed $v_j=(2t_j/\hbar)\sin k_j$, in sites per unit time.

*Proof.* Insert $\psi_n=e^{ikn}$ into equation (1) with both bonds equal to $t_j$. Division by $e^{ikn}$ gives

$$E=-t_j\left(e^{-ik}+e^{ik}\right)=-2t_j\cos k .$$

The cosine falls steadily from 1 to $-1$ as $k$ goes from 0 to $\pi$, so each energy with $|E|<2t_j$ has one solution $k_j$ in that interval. Because the cosine is even, $-k_j$ belongs to the same energy. The group velocity is

$$v_j=\frac1\hbar\frac{dE}{dk}=\frac{2t_j}{\hbar}\sin k_j ,$$

which is positive for $0<k_j<\pi$. $\square$

The band of chain $j$ runs from $-2t_j$ to $2t_j$, a width of $4t_j$. Its centre is $E=0$, for either chain. There $\cos k_j=0$, so

$$k_1=k_2=\frac{\pi}{2},\qquad e^{ik_1}=e^{ik_2}=i,\qquad v_j=\frac{2t_j}{\hbar}.$$

The wavenumbers agree at the centre although the speeds differ. This fact is what makes perfect transmission possible there.

### The current through a bond

A transmission probability is a ratio of currents, not of squared amplitudes, because the same density carries more current where the electron moves faster. The current on a lattice follows from conservation of probability.

**Lemma 2.** The probability current from site $n$ to site $n+1$ is

$$J_n=\frac{2b_n}{\hbar}\,\mathrm{Im}\left(\psi_n^*\psi_{n+1}\right).$$

*Proof.* The time-dependent equation is

$$i\hbar\frac{d\psi_n}{dt}=-b_{n-1}\psi_{n-1}-b_n\psi_{n+1}.$$

Write its right-hand side as $h_n$. Then $d\psi_n/dt=-ih_n/\hbar$, and

$$\frac{d|\psi_n|^2}{dt}=2\,\mathrm{Re}\left(\psi_n^*\frac{d\psi_n}{dt}\right)=\frac2\hbar\,\mathrm{Re}\left(-i\psi_n^*h_n\right)=\frac2\hbar\,\mathrm{Im}\left(\psi_n^*h_n\right),$$

since $\mathrm{Re}(-iz)=\mathrm{Im}\,z$ for any complex $z$. Inserting $h_n$ gives

$$\frac{d|\psi_n|^2}{dt}=-\frac{2b_{n-1}}{\hbar}\mathrm{Im}(\psi_n^*\psi_{n-1})-\frac{2b_n}{\hbar}\mathrm{Im}(\psi_n^*\psi_{n+1}).$$

The number $\psi_n^*\psi_{n-1}$ is the complex conjugate of $\psi_{n-1}^*\psi_n$, so its imaginary part has the opposite sign. The first term is thus $+J_{n-1}$ and the second is $-J_n$:

$$\frac{d|\psi_n|^2}{dt}=J_{n-1}-J_n .$$

The probability on site $n$ grows by what arrives from the left and shrinks by what leaves to the right. $\square$

In a stationary state $|\psi_n|^2$ is constant in time, so $J_n$ has the same value on every bond.

### The scattering state

Let a wave of unit amplitude arrive from the left. Part of it is reflected with amplitude $r$, and part goes on with amplitude $\tau$:

$$\psi_n=e^{ik_1n}+re^{-ik_1n}\quad(n\le0),\qquad \psi_n=\tau e^{ik_2(n-1)}\quad(n\ge1). \tag{2}$$

No wave arrives from the right. The phase of the transmitted wave is counted from site 1, so that $\psi_1=\tau$. Also $\psi_0=1+r$.

**Lemma 3.** With $R=|r|^2$ and

$$T=\frac{t_2\sin k_2}{t_1\sin k_1}|\tau|^2,$$

$R$ and $T$ are the reflected and transmitted fractions of the incoming current, and $R+T=1$.

*Proof.* On the left,

$$\psi_n^*\psi_{n+1}=e^{ik_1}+|r|^2e^{-ik_1}+\left[re^{-ik_1(2n+1)}+r^*e^{ik_1(2n+1)}\right].$$

The bracket is a number plus its complex conjugate, hence real. The imaginary part of the whole is $(1-|r|^2)\sin k_1$. The current on the left is therefore

$$J=\frac{2t_1}{\hbar}\sin k_1\,(1-|r|^2)=v_1-v_1|r|^2 ,$$

the incoming current minus the reflected one. On the right, $\psi_n^*\psi_{n+1}=|\tau|^2e^{ik_2}$, so $J=v_2|\tau|^2$. The transmitted fraction is $v_2|\tau|^2/v_1$, which is the stated $T$. Equality of the two currents gives $1-R=T$. $\square$

### Matching at the joint

The waves (2) satisfy equation (1) at every site except possibly 0 and 1, whose equations contain the new bond.

**Lemma 4.** The amplitudes are fixed by

$$t_1\left(e^{ik_1}+re^{-ik_1}\right)=t_c\tau, \tag{3}$$

$$t_c(1+r)=t_2\tau e^{-ik_2}. \tag{4}$$

*Proof.* Continue the left-hand expression to all $n$ by defining $\varphi_n=e^{ik_1n}+re^{-ik_1n}$. It obeys the equation of an unbroken left chain, in particular at site 0:

$$E\varphi_0=-t_1\varphi_{-1}-t_1\varphi_1 .$$

The true equation at site 0 is

$$E\psi_0=-t_1\psi_{-1}-t_c\psi_1 .$$

Since $\varphi_0=\psi_0$ and $\varphi_{-1}=\psi_{-1}$, subtraction leaves $t_1\varphi_1=t_c\psi_1$, which is (3).

In the same way continue the transmitted wave as $\chi_n=\tau e^{ik_2(n-1)}$. At site 1 the unbroken right chain and the true junction give

$$E\chi_1=-t_2\chi_0-t_2\chi_2,\qquad E\psi_1=-t_c\psi_0-t_2\psi_2 .$$

Here $\chi_1=\psi_1$ and $\chi_2=\psi_2$, so subtraction leaves $t_c\psi_0=t_2\chi_0$. With $\chi_0=\tau e^{-ik_2}$ this is (4). $\square$

### Proof of Theorem 1

At the band centre $e^{ik_1}=i$ and $e^{-ik_1}=e^{-ik_2}=-i$. Equations (3) and (4) become

$$it_1(1-r)=t_c\tau,\qquad t_c(1+r)=-it_2\tau .$$

The first gives $\tau=it_1(1-r)/t_c$. Put this into the second and use $-i\cdot i=1$:

$$t_c(1+r)=\frac{t_1t_2}{t_c}(1-r).$$

Multiplication by $t_c/(t_1t_2)$ turns this into $x(1+r)=1-r$. Collecting the terms in $r$ gives $r(1+x)=1-x$, so

$$r=\frac{1-x}{1+x}.$$

Then $1-r=2x/(1+x)$, and

$$\tau=\frac{it_1}{t_c}\,\frac{2x}{1+x}=\frac{2it_1t_c}{t_c^2+t_1t_2}.$$

The last form follows from $x=t_c^2/(t_1t_2)$ after multiplying numerator and denominator by $t_1t_2$. By Lemma 3, with both sines equal to one,

$$T=\frac{t_2}{t_1}|\tau|^2=\frac{4t_1t_2t_c^2}{(t_c^2+t_1t_2)^2}=\frac{4x}{(1+x)^2}.$$

Its complement is

$$1-T=\frac{(1+x)^2-4x}{(1+x)^2}=\left(\frac{1-x}{1+x}\right)^2=r^2 .$$

If $x=1$, this is zero. If it is zero, the numerator must vanish, so $x=1$. Both directions of the claim are proved. $\square$

### Remarks on the result

**Density and speed.** At the perfect bond, $t_c=\sqrt{t_1t_2}$ and $\tau=it_c/t_2=i\sqrt{t_1/t_2}$. The density on the right is $|\tau|^2=t_1/t_2=v_1/v_2$ times the incoming density. The electron is more densely spread where it is slower, and the current is the same on both sides. A difference of speed does not by itself force reflection.

**Joining with a bond of either chain.** If $t_c=t_1$, then $x=t_1/t_2$; if $t_c=t_2$, then $x=t_2/t_1$. Either choice gives

$$T=\frac{4t_1t_2}{(t_1+t_2)^2}=\frac{4v_1v_2}{(v_1+v_2)^2}.$$

With either of these bonds the transmission depends only on the ratio of the speeds, and it is below one whenever they differ. The reflection belongs to the choice of bond, however, and the geometric mean removes it.

**A strong bond acts as a weak one.** Theorem 1 is unchanged by $x\to1/x$, that is, by $t_c\to t_1t_2/t_c$. The reason appears when the end sites are eliminated. At $E=0$, the equations at sites 0 and 1 give

$$\psi_1=-\frac{t_1}{t_c}\psi_{-1},\qquad \psi_0=-\frac{t_2}{t_c}\psi_2 .$$

Insert these into the equations at sites $-1$ and 2:

$$0=-t_1\psi_{-2}+\frac{t_1t_2}{t_c}\psi_2,\qquad 0=\frac{t_1t_2}{t_c}\psi_{-1}-t_2\psi_3 .$$

These describe the same two chains, each shorter by one site, joined by a bond of magnitude $t_1t_2/t_c$. A very strong bond thus leaves only a weak link between the rest of the chains. For $x\ll1$ the transmission is about $4x$, and for $x\gg1$ about $4/x$. The perfect bond is the one that this elimination maps to its own magnitude.

**Signs.** Replacing the orbital on a site by its negative reverses the sign of both bonds at that site and changes no probability. Going along the chain from site to site, such replacements can make every bond positive. For real non-zero hoppings of any sign, the condition is therefore $t_c^2=|t_1t_2|$.

### Numbers at the band centre

Take $t_1=2$ eV and $t_2=1$ eV, giving bandwidths of 8 and 4 eV. The speeds at the centre differ by a factor of 2. The perfect bond is

$$t_c=\sqrt{2\times1}\ \text{eV}=1.414\ \text{eV}.$$

For $t_c=2$ eV, $x=4/2=2$, so $r=-1/3$ and $T=8/9=0.889$. For $t_c=0.5$ eV, $x=0.25/2=0.125$, so $T=0.5/1.125^2=0.395$.

These probabilities fix a conductance if each chain is fed by a large reservoir that sends out electrons in thermal equilibrium. Electrons of both spins leaving the left reservoir with wavenumbers in $dk$ carry a current $2e\,v\,T f_L\,dk/2\pi$, where $f_L$ is the occupation. Since $v\,dk=dE/\hbar$, this equals $(2e/h)Tf_L\,dE$. The opposite stream has the same form with $f_R$, because $T$ is unchanged when the chains are exchanged. The net current is

$$I=\frac{2e}{h}\int T(E)\,(f_L-f_R)\,dE. \tag{5}$$

At zero temperature and small voltage $V$, the two occupations differ only in a window of width $eV$ at the Fermi energy. With the Fermi energy at the band centre, the conductance is $G=(2e^2/h)T$, where $2e^2/h=77.48\ \mu$S.

| $t_c$ (eV) | $x$ | $T$ | $G$ ($\mu$S) |
|---|---|---|---|
| 0.500 | 0.125 | 0.395 | 30.6 |
| 1.000 | 0.500 | 0.889 | 68.9 |
| 1.414 | 1.000 | 1.000 | 77.5 |
| 2.000 | 2.000 | 0.889 | 68.9 |
| 4.000 | 8.000 | 0.395 | 30.6 |

The rows pair off about the middle one, as the exchange $x\to1/x$ requires. The perfect channel still has a resistance of 12.9 k$\Omega$ between the reservoirs: one channel admits only a limited current even without reflection.

The maximum is broad. If $t_c=(1+\delta)\sqrt{t_1t_2}$, then $x=(1+\delta)^2$ and, for small $\delta$, $1-T\approx\delta^2$. A bond 10% too strong has $x=1.21$ and loses $(0.21/2.21)^2=0.9\%$ of the current; one 10% too weak has $x=0.81$ and loses $(0.19/1.81)^2=1.1\%$.

## Part II. Other energies and the limits of the result

### What is carried over

The left chain ($n\le0$) has hopping $t_1$, the right chain ($n\ge1$) has hopping $t_2$, and $t_c$ joins sites 0 and 1. All are positive, and $x=t_c^2/(t_1t_2)$. The waves have wavenumbers $0<k_j<\pi$ with $E=-2t_j\cos k_j$. The reflected amplitude is $r$ and the transmitted amplitude $\tau$; the reflected fraction is $R=|r|^2$ and the transmitted fraction is $T=1-R$. They follow from the matching equations (3) and (4):

$$t_1(e^{ik_1}+re^{-ik_1})=t_c\tau,\qquad t_c(1+r)=t_2\tau e^{-ik_2}.$$

At $E=0$ they give $T=4x/(1+x)^2$. The example has $t_1=2$ eV, $t_2=1$ eV and the perfect bond $t_c=1.414$ eV.

### Transmission at any common energy

At the band centre the transmission is $T=4x/(1+x)^2$, which equals one exactly when $t_c^2=t_1t_2$. It remains to find the transmission at other energies and to see how temperature, unequal levels and several chains side by side affect the result.

All numerical values are calculated from the stated model.
